# Why the Average Edge Resistance of a Resistor Network Is Fixed: test program

```python
# Result under test: in a connected network of n nodes and m identical
# resistors R, the effective resistance across an edge (edge included),
# averaged over all edges, is R*(n-1)/m.
# Symbols: edges = list of (tail, head); res = resistance of each edge;
# M[f, e] = current in edge f when unit current enters at the tail of e and
# leaves at its head; direct fraction of e = M[e, e] = r_e / res_e.
# Effective resistances come from Kirchhoff's equations, never from the law.
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space


def laplacian(n, edges, res):
    lap = np.zeros((n, n))
    for (a, b), r in zip(edges, res):
        lap[a, a] += 1 / r
        lap[b, b] += 1 / r
        lap[a, b] -= 1 / r
        lap[b, a] -= 1 / r
    return lap


def incidence(n, edges):
    inc = np.zeros((len(edges), n))
    for k, (a, b) in enumerate(edges):
        inc[k, a] = 1
        inc[k, b] = -1
    return inc


def solve_network(n, edges, res):
    """Return effective resistances of all edges and the current matrix M."""
    res = np.asarray(res, float)
    inc = incidence(n, edges)
    volts = np.zeros((n, len(edges)))
    # the last node is grounded
    volts[:-1] = np.linalg.solve(laplacian(n, edges, res)[:-1, :-1],
                                 inc.T[:-1])
    drops = inc @ volts
    return np.diag(drops).copy(), drops / res[:, None]


def pair_resistance(n, edges, res, a, b):
    source = np.zeros(n)
    source[a], source[b] = 1, -1
    volts = np.zeros(n)
    volts[:-1] = np.linalg.solve(laplacian(n, edges, res)[:-1, :-1],
                                 source[:-1])
    return volts[a] - volts[b]


def connected(n, edges):
    reached, frontier = {0}, [0]
    while frontier:
        node = frontier.pop()
        for a, b in edges:
            for p, q in ((a, b), (b, a)):
                if p == node and q not in reached:
                    reached.add(q)
                    frontier.append(q)
    return len(reached) == n


rng = np.random.default_rng(7)

# Random connected networks, parallel edges allowed, equal and unequal R
worst_equal = worst_unequal = 0.0
trials = 200
for _ in range(trials):
    n = int(rng.integers(2, 15))
    edges = [(int(rng.integers(0, k)), k) for k in range(1, n)]
    for _ in range(int(rng.integers(0, 20))):
        a, b = rng.choice(n, 2, replace=False)
        edges.append((int(a), int(b)))
    m = len(edges)
    r_common = rng.uniform(0.5, 3)
    reff, M = solve_network(n, edges, np.full(m, r_common))
    worst_equal = max(worst_equal,
                      abs(reff.mean() / (r_common * (n - 1) / m) - 1))
    res = rng.uniform(0.2, 5, m)
    reff, M = solve_network(n, edges, res)
    worst_unequal = max(worst_unequal, abs((reff / res).sum() - (n - 1)))
    inc = incidence(n, edges)
    assert np.linalg.matrix_rank(inc) == n - 1
    flow = inc @ rng.normal(size=n) / res
    assert np.allclose(M @ flow, flow, atol=1e-9)
    loops = null_space(inc.T)
    assert loops.shape[1] == m - n + 1
    assert np.allclose(M @ loops, 0, atol=1e-9)
assert worst_equal < 1e-10 and worst_unequal < 1e-9
print(f"random networks tested: {trials}")
print(f"largest relative error of the average: {worst_equal:.1e}")

# Small cases
paw = [(0, 1), (1, 2), (2, 0), (2, 3)]
paw_reff, _ = solve_network(4, paw, np.ones(4))
assert np.allclose(paw_reff, [2 / 3, 2 / 3, 2 / 3, 1])
print("triangle plus dangling edge, r_e/R:",
      " ".join(f"{x:.4f}" for x in paw_reff), f"sum {paw_reff.sum():.4f}")
cube = [(i, i ^ bit) for i in range(8) for bit in (1, 2, 4) if i < i ^ bit]
cube_reff, _ = solve_network(8, cube, np.ones(12))
assert np.allclose(cube_reff, 7 / 12)
print(f"cube, every edge r_e/R: {cube_reff[0]:.4f}")
tri_res = np.array([1.0, 1.0, 4.0])
tri_reff, _ = solve_network(3, paw[:3], tri_res)
naive = tri_res.mean() * 2 / 3
assert abs((tri_reff / tri_res).sum() - 2) < 1e-12
assert abs(tri_reff.mean() - naive) > 0.1
print(f"triangle 1,1,4 ohm: true average {tri_reff.mean():.4f} ohm,",
      f"mean R*(n-1)/m {naive:.4f} ohm")
two_parts = [(0, 1), (1, 2), (2, 0), (3, 4), (4, 5), (5, 6), (6, 3)]
inc = incidence(7, two_parts)
pinv = np.linalg.pinv(laplacian(7, two_parts, np.ones(7)))
split_sum = np.trace(inc @ pinv @ inc.T)
assert abs(split_sum - (7 - 2)) < 1e-10
print(f"two separate pieces, 7 nodes: sum r_e/R = {split_sum:.4f}")

# Power-grid patch: rough typical values for thick upper on-chip metal
rows, cols = 4, 5
length, width, thick = 20e-6, 2e-6, 1e-6      # m
resistivity = 20e-9                           # ohm m
R = resistivity * length / (width * thick)    # ohm
n = rows * cols
full = [(r * cols + c, r * cols + c + 1)
        for r in range(rows) for c in range(cols - 1)]
full += [(r * cols + c, (r + 1) * cols + c)
         for r in range(rows - 1) for c in range(cols)]
omitted = {"A": [(0, 1), (7, 12), (13, 14)],
           "B": [(6, 7), (12, 13), (8, 13)]}
print(f"segment length {length*1e6:.0f} um, width {width*1e6:.0f} um,",
      f"thickness {thick*1e6:.0f} um")
print(f"resistivity {resistivity*1e9:.0f} nohm m,",
      f"segment R = {R*1e3:.1f} mohm")
print(f"full grid: {n} nodes, {len(full)} segments")
print("nodes are numbered from 0 along each row, 5 per row")
layouts = {}
for name, gone in omitted.items():
    edges = [e for e in full if e not in gone]
    m = len(edges)
    assert m == len(full) - 3 and connected(n, edges)
    reff, M = solve_network(n, edges, np.full(m, R))
    bridges = 0
    for k, (a, b) in enumerate(edges):
        rest = edges[:k] + edges[k + 1:]
        if connected(n, rest):
            S = pair_resistance(n, rest, np.full(m - 1, R), a, b)
            assert abs(M[k, k] - S / (R + S)) < 1e-10
            assert M[k, k] < 1 - 1e-6
        else:
            bridges += 1
            assert abs(M[k, k] - 1) < 1e-10
    eig = np.sort(np.linalg.eigvalsh((M + M.T) / 2))
    assert np.allclose(M, M.T, atol=1e-10)
    assert np.allclose(eig[:m - n + 1], 0, atol=1e-9)
    assert np.allclose(eig[m - n + 1:], 1, atol=1e-9)
    assert abs(reff.mean() - R * (n - 1) / m) < 1e-12
    layouts[name] = (edges, reff, M, bridges)
    print(f"layout {name}: omitted {gone}")
    print(f"  m = {m}, bridges = {bridges}, sum r_e/R = {reff.sum()/R:.4f}")
    print(f"  r_e min {reff.min()*1e3:.2f}, max {reff.max()*1e3:.2f},",
          f"average {reff.mean()*1e3:.2f} mohm")
    k = edges.index((11, 12))
    rest = edges[:k] + edges[k + 1:]
    S = pair_resistance(n, rest, np.full(m - 1, R), 11, 12)
    print(f"  segment 11-12: direct fraction {M[k, k]:.4f},",
          f"r_e {reff[k]*1e3:.2f} mohm, rest S {S*1e3:.2f} mohm")
assert layouts["A"][3] == 1 and layouts["B"][3] == 0

edges, reff, M, _ = layouts["A"]
m = len(edges)
fraction = dict(zip(edges, np.diag(M)))


def table_line(keys):
    return " ".join(f"{fraction[e]:.4f}" if e in fraction else "  --  "
                    for e in keys)


print("layout A direct fractions r_e/R (-- = omitted):")
for r in range(rows):
    print(f"  along row {r}:",
          table_line([(r * cols + c, r * cols + c + 1)
                      for c in range(cols - 1)]))
for r in range(rows - 1):
    print(f"  row {r} to {r+1}:",
          table_line([(r * cols + c, (r + 1) * cols + c)
                      for c in range(cols)]))
average = reff.mean()
atomic_ohm = const.hbar / const.e**2
print(f"average in atomic units (hbar/e^2): {average/atomic_ohm:.3e}")

# Effects left out, sized for layout A with rough typical parameters
temp_coeff, rise, gradient = 0.004, 80.0, 30.0    # 1/K, K, K
hot, _ = solve_network(n, edges, np.full(m, R * (1 + temp_coeff * rise)))
print(f"temperature coefficient {temp_coeff:.3f} per K")
print(f"uniform rise {rise:.0f} K: average {hot.mean()*1e3:.2f} mohm,",
      f"shift {100*(hot.mean()/average-1):.1f} %")
column = np.array([(a % cols + b % cols) / 2 for a, b in edges])
graded = R * (1 + temp_coeff * gradient * column / (cols - 1))
grad_reff, _ = solve_network(n, edges, graded)
assert abs((grad_reff / graded).sum() - (n - 1)) < 1e-9
print(f"gradient 0 to {gradient:.0f} K across columns: average shift",
      f"{100*(grad_reff.mean()/average-1):.2f} %")
grad_naive = graded.mean() * (n - 1) / m
print("  deviation from mean R*(n-1)/m:",
      f"{100*(grad_reff.mean()/grad_naive-1):.3f} %")
spread, shifts = 0.10, []
for _ in range(500):
    varied = R * (1 + rng.uniform(-spread, spread, m))
    shifts.append(solve_network(n, edges, varied)[0].mean() / average - 1)
rms_shift = np.sqrt(np.mean(np.square(shifts)))
print(f"random R within +-{100*spread:.0f} %: rms average shift",
      f"{100*rms_shift:.2f} %")


def strap_average(via):
    # row straps use nodes 0..n-1, column straps use nodes n..2n-1
    split = [(a, b) if b - a == 1 else (a + n, b + n) for a, b in edges]
    split += [(i, i + n) for i in range(n)]
    res = np.r_[np.full(m, R), np.full(n, via)]
    values, _ = solve_network(2 * n, split, res)
    assert abs((values / res).sum() - (2 * n - 1)) < 1e-6
    return values[:m].mean()


via = 0.02                                        # ohm
assert abs(strap_average(1e-5 * R) / average - 1) < 1e-4
with_vias = strap_average(via)
assert with_vias > average
print(f"vias of {via*1e3:.0f} mohm: strap average {with_vias*1e3:.2f} mohm,",
      f"shift {100*(with_vias/average-1):.2f} %")
freq, inductance = 1e8, 0.5e-6 * length           # Hz, H (0.5 pH per um)
skin = np.sqrt(resistivity / (np.pi * freq * const.mu_0))
print(f"segment inductance {inductance*1e12:.0f} pH; at {freq/1e6:.0f} MHz",
      f"reactance/R = {2*np.pi*freq*inductance/R:.4f}")
print(f"skin depth at {freq/1e6:.0f} MHz: {skin*1e6:.2f} um")
mean_free_path = 40e-9                            # m
print(f"mean free path {mean_free_path*1e9:.0f} nm, ratio to thickness",
      f"{mean_free_path/thick:.3f}")
current = 1e-3                                    # A
density = current / (width * thick)               # A/m^2
oxide, conductivity = 5e-6, 1.4                   # m, W/(m K)
power = current**2 * R
heating = power * oxide / (conductivity * width * length)
print(f"test current {current*1e3:.0f} mA: at most",
      f"{density*1e-10:.3f} MA/cm2 in a segment")
print(f"  power in the bridge {power*1e6:.2f} uW; through {oxide*1e6:.0f} um",
      f"oxide, {conductivity:.1f} W/(m K)")
print(f"  self-heating without sideways heat flow: {heating:.4f} K")

print("finished without a failed check")
```

Printed output:

```
random networks tested: 200
largest relative error of the average: 8.9e-16
triangle plus dangling edge, r_e/R: 0.6667 0.6667 0.6667 1.0000 sum 3.0000
cube, every edge r_e/R: 0.5833
triangle 1,1,4 ohm: true average 1.0000 ohm, mean R*(n-1)/m 1.3333 ohm
two separate pieces, 7 nodes: sum r_e/R = 5.0000
segment length 20 um, width 2 um, thickness 1 um
resistivity 20 nohm m, segment R = 200.0 mohm
full grid: 20 nodes, 31 segments
nodes are numbered from 0 along each row, 5 per row
layout A: omitted [(0, 1), (7, 12), (13, 14)]
  m = 28, bridges = 1, sum r_e/R = 19.0000
  r_e min 113.12, max 200.00, average 135.71 mohm
  segment 11-12: direct fraction 0.6190, r_e 123.80 mohm, rest S 324.93 mohm
layout B: omitted [(6, 7), (12, 13), (8, 13)]
  m = 28, bridges = 0, sum r_e/R = 19.0000
  r_e min 113.90, max 163.67, average 135.71 mohm
  segment 11-12: direct fraction 0.6257, r_e 125.14 mohm, rest S 334.32 mohm
layout A direct fractions r_e/R (-- = omitted):
  along row 0:   --   0.7018 0.6772 0.7125
  along row 1: 0.7101 0.6221 0.6138 0.6313
  along row 2: 0.5848 0.6190 0.6314   --  
  along row 3: 0.7052 0.6717 0.6749 0.7994
  row 0 to 1: 1.0000 0.7018 0.5885 0.5703 0.7125
  row 1 to 2: 0.7101 0.6044   --   0.6780 0.7994
  row 2 to 3: 0.7052 0.5656 0.5814 0.6280 0.7994
average in atomic units (hbar/e^2): 3.303e-05
temperature coefficient 0.004 per K
uniform rise 80 K: average 179.14 mohm, shift 32.0 %
gradient 0 to 30 K across columns: average shift 5.99 %
  deviation from mean R*(n-1)/m: -0.008 %
random R within +-10 %: rms average shift 1.06 %
vias of 20 mohm: strap average 140.41 mohm, shift 3.46 %
segment inductance 10 pH; at 100 MHz reactance/R = 0.0314
skin depth at 100 MHz: 7.12 um
mean free path 40 nm, ratio to thickness 0.040
test current 1 mA: at most 0.050 MA/cm2 in a segment
  power in the bridge 0.20 uW; through 5 um oxide, 1.4 W/(m K)
  self-heating without sideways heat flow: 0.0179 K
finished without a failed check
```
